# Positronium negative ion energy from exponentials in three interparticle distances: verification in Python

```python
"""Ground state of the positronium negative ion (e-, e-, e+), all masses equal.

Result under test: the energy is -0.262005 hartree, obtained variationally with
    (1 + P12) exp(-a r1 - b r2 - c r12).
r1, r2: electron-positron distances; r12: electron-electron distance.
Particles 1 and 2 are the electrons, particle 3 is the positron.
Perimetric lengths x, y, z >= 0: r1 = x + y, r2 = x + z, r12 = y + z.
Matrix elements are returned without the common factor 8 pi^2.
Atomic units inside; printed numbers in eV and angstrom.
"""
import numpy as np
import sympy as sp
from mpmath import mp
from numpy.polynomial.laguerre import laggauss, lagval, lagder
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def elements(a, b, c, a2, b2, c2):
    """Overlap, kinetic and potential integrals of two plain exponentials."""
    p = 1 / (a + a2 + b + b2)
    q = 1 / (a + a2 + c + c2)
    r = 1 / (b + b2 + c + c2)
    pq, pr, qr = p * q, p * r, q * r
    pqr = pq * r
    cpq, cpr, cqr = pq * (p + q), pr * (p + r), qr * (q + r)
    s = 2 * (cpq + cpr + cqr + pqr)
    k1 = 2 * (cpq + cqr - cpr + pqr)
    k2 = 2 * (cpr + cqr - cpq + pqr)
    k3 = 2 * (cpq + cpr - cqr + pqr)
    t = ((a * a2 + b * b2 + c * c2) * s
         + (a * c2 + c * a2) * k1 / 2
         + (b * c2 + c * b2) * k2 / 2
         + (a * b2 + b * a2) * k3 / 2)
    v = 2 * p * p - 2 * q * q - 2 * r * r - (pq + pr + qr)
    common = 2 * pqr
    return common * s, common * t, common * v


def symmetric_elements(a, b, c, a2, b2, c2):
    direct = elements(a, b, c, a2, b2, c2)
    exchange = elements(a, b, c, b2, a2, c2)
    return [d + e for d, e in zip(direct, exchange)]


def solve(a, b, c):
    """Lowest energy and coefficients in the symmetrized basis."""
    s, t, v = symmetric_elements(a[:, None], b[:, None], c[:, None],
                                 a[None, :], b[None, :], c[None, :])
    norm = 1 / np.sqrt(np.diag(s))
    scale = norm[:, None] * norm[None, :]
    val, vec = np.linalg.eigh(s * scale)
    keep = val > 1e-12 * val[-1]
    orth = vec[:, keep] / np.sqrt(val[keep])
    h = orth.T @ ((t + v) * scale) @ orth
    energy, state = np.linalg.eigh((h + h.T) / 2)
    return energy[0], norm * (orth @ state[:, 0])


def from_pair_sums(ab, ac, bc):
    return (ab + ac - bc) / 2, (ab + bc - ac) / 2, (ac + bc - ab) / 2


def exponents(low, high, size):
    """Quasi-random pair sums a+b, a+c, b+c, geometric between the limits."""
    k = np.arange(1, size + 1)[:, None]
    u = np.mod(k * (k + 1) / 2 * np.sqrt([2.0, 3.0, 5.0]), 1.0)
    return from_pair_sums(*(low * (high / low) ** u).T)


# ---- Matrix elements against Cartesian derivatives and quadrature ----
f_exp = (0.5, 0.2, 0.1)
g_exp = (0.6, 0.15, -0.05)
X = sp.symbols("x1:10", real=True)
P1, P2, P3 = X[:3], X[3:6], X[6:]


def distance(u, w):
    return sp.sqrt(sum((i - j) ** 2 for i, j in zip(u, w)))


d1, d2, d12 = distance(P1, P3), distance(P2, P3), distance(P1, P2)
log_g = -sum(sp.Float(e) * d for e, d in zip(g_exp, (d1, d2, d12)))
coulomb = 1 / d12 - 1 / d1 - 1 / d2
origin = {w: 0 for w in P3}


def second(fun, u, w):
    """Second derivative of exp(fun), divided by exp(fun)."""
    return sp.diff(fun, u, w) + sp.diff(fun, u) * sp.diff(fun, w)


three_body = (coulomb - sum(second(log_g, w, w) for w in X) / 2).subs(origin)
log_rel = log_g.subs(origin)
relative = (coulomb.subs(origin)
            - sum(second(log_rel, w, w) for w in X[:6])
            - sum(second(log_rel, u, w) for u, w in zip(P1, P2)))
local_three = sp.lambdify(X[:6], three_body, "numpy")
local_rel = sp.lambdify(X[:6], relative, "numpy")

node, weight = laggauss(12)
leg, wleg = leggauss(60)
leg, wleg = (leg + 1) / 2, wleg / 2
t3, v3 = leg[:, None, None], leg[None, :, None]
w3 = wleg[:, None, None] * wleg[None, :, None] * weight
al, be, ga = np.add(f_exp, g_exp)
quad_s = quad_h = angle_s = 0.0
for swap in (False, True):
    s1, s2 = (t3, 1.0) if swap else (1.0, t3)
    # third distance as integration variable
    ratio = (1 - t3) + 2 * t3 * v3
    lam = al * s1 + be * s2 + ga * ratio
    R = node / lam
    r1, r2, r12 = R * s1, R * s2, R * ratio
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    sine = np.sqrt(1 - cosine**2)
    zero = np.zeros_like(r1)
    place = (zero, zero, r1, r2 * sine, zero, r2 * cosine)
    h_local = local_three(*place)
    assert np.allclose(h_local, local_rel(*place), rtol=1e-7, atol=1e-7)
    measure = w3 * r1 * r2 * r12 * R**2 * 2 * t3 / lam
    quad_s += measure.sum()
    quad_h += (measure * h_local).sum()
    # angle between r1 and r2 as integration variable
    cos_angle = 2 * v3 - 1
    ratio = np.sqrt(1 + t3**2 - 2 * t3 * cos_angle)
    lam = al * s1 + be * s2 + ga * ratio
    R = node / lam
    angle_s += (w3 * (R * s1) ** 2 * (R * s2) ** 2 * R * 2 / lam).sum()
s_ref, t_ref, v_ref = elements(*f_exp, *g_exp)
assert abs(quad_s / s_ref - 1) < 1e-8
assert abs(quad_h / (t_ref + v_ref) - 1) < 1e-6
assert abs(angle_s / s_ref - 1) < 1e-5   # r12 has a kink at coalescence

# ---- Product function: closed-form minimum ----
a_prod = 11 / 32
e_prod = solve(np.array([a_prod]), np.array([a_prod]), np.array([0.0]))[0]
assert abs(e_prod + 121 / 512) < 1e-12

# ---- One symmetrized exponential ----


def one_term_energy(log_sums):
    trio = from_pair_sums(*np.exp(log_sums))
    return solve(*[np.array([e]) for e in trio])[0]


fit1 = minimize(one_term_energy, np.log([0.65, 0.55, 0.15]),
                method="Nelder-Mead",
                options=dict(maxfev=600, xatol=1e-6, fatol=1e-12))
one_ang = np.round(np.array(from_pair_sums(*np.exp(fit1.x))) / BOHR, 3)
one = one_ang * BOHR
one_direct = elements(*one, *one)
one_exchange = elements(*one, one[1], one[0], one[2])
one_s, one_t, one_v = [d + e for d, e in zip(one_direct, one_exchange)]
e_one = (one_t + one_v) / one_s

# ---- Many exponentials: box optimized with a small basis ----
FIT_SIZE = 40


def box_energy(log_box):
    box = np.exp(log_box)
    return solve(*exponents(box[:3], box[3:], FIT_SIZE))[0]


start = np.log([0.35, 0.35, 0.12, 1.5, 1.5, 0.9])
fit = minimize(box_energy, start, method="Nelder-Mead",
               options=dict(maxfev=500, xatol=1e-4, fatol=1e-11))
box_ang = np.round(np.exp(fit.x) / BOHR, 3)
low, high = box_ang[:3] * BOHR, box_ang[3:] * BOHR
sizes = (5, 10, 20, 40, 80, 120)
series = []
for size in sizes:
    a, b, c = exponents(low, high, size)
    energy, coef = solve(a, b, c)
    series.append(energy)
assert all(n < o + 1e-9 for o, n in zip(series, series[1:]))

# ---- Rayleigh quotient of the last state in 40-digit arithmetic ----
mp.dps = 40
am, bm, cm, km = [np.array([mp.mpf(float(e)) for e in arr], dtype=object)
                  for arr in (a, b, c, coef)]
i, j = np.triu_indices(len(a))
pair = km[i] * km[j] * np.where(i == j, 1, 2).astype(object)
S, T, V = [(pair * m).sum() for m in
           symmetric_elements(am[i], bm[i], cm[i], am[j], bm[j], cm[j])]
kinetic, potential = float(T / S), float(V / S)
e_final = float((T + V) / S)
assert abs(e_final - series[-1]) < 1e-8
assert abs(potential / kinetic + 2) < 1e-3
assert round(e_final, 6) == -0.262005

# ---- Independent basis: Laguerre polynomials in perimetric lengths ----


def outer(u, v, w):
    return (u[:, None, None] * v[:, None] * w).ravel()


def laguerre_energy(order, stretch=2.0):
    pts, wts = laggauss(order + 3)
    unit = np.eye(order + 1)
    L = lagval(pts, unit)
    D = lagval(pts, lagder(unit)) - L / 2
    x, y, z = [g.ravel() for g in
               np.meshgrid(pts / stretch, pts, pts, indexing="ij")]
    r1, r2, r12 = x + y, x + z, y + z
    vol = outer(wts, wts, wts) * r1 * r2 * r12
    f, fx, fy, fz = [], [], [], []
    for l in range(order + 1):
        for m in range(order + 1 - l):
            for n in range(m, order + 1 - l - m):
                f.append(outer(L[l], L[m], L[n]) + outer(L[l], L[n], L[m]))
                fx.append(stretch * (outer(D[l], L[m], L[n])
                                     + outer(D[l], L[n], L[m])))
                fy.append(outer(L[l], D[m], L[n]) + outer(L[l], D[n], L[m]))
                fz.append(outer(L[l], L[m], D[n]) + outer(L[l], L[n], D[m]))
    f, fx, fy, fz = map(np.array, (f, fx, fy, fz))
    g1, g2, g12 = (fx + fy - fz) / 2, (fx + fz - fy) / 2, (fy + fz - fx) / 2
    cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
    sine = np.sqrt(1 - cosine**2)
    e13 = (np.ones_like(r1), np.zeros_like(r1))
    e23 = (cosine, sine)
    e12 = ((r1 - r2 * cosine) / r12, -r2 * sine / r12)
    kin = 0.0
    for axis in (0, 1):
        for grad in (g1 * e13[axis] + g12 * e12[axis],
                     g2 * e23[axis] - g12 * e12[axis],
                     -g1 * e13[axis] - g2 * e23[axis]):
            kin = kin + (grad * vol) @ grad.T / 2
    over = (f * vol) @ f.T
    pot = (f * (vol * (1 / r12 - 1 / r1 - 1 / r2))) @ f.T

    def lowest(k):
        return eigh(k * k * kin + k * pot, over, eigvals_only=True,
                    subset_by_index=[0, 0])[0]

    best = minimize_scalar(lowest, bounds=(0.3, 1.5), method="bounded",
                           options=dict(xatol=1e-3))
    return best.fun, len(f)


e_lag, n_lag = laguerre_energy(14)
assert abs(e_lag - e_final) < 3e-6   # finite polynomial basis

# ---- Positronium threshold from its own radial function exp(-r/2) ----
rad, wrad = laggauss(8)
ps_norm = (wrad * rad**2).sum()
e_ps = (wrad * rad**2 * (0.25 - 1 / rad)).sum() / ps_norm
assert abs(e_ps + 0.25) < 1e-12
assert e_final < e_ps < e_prod

# ---- Output ----
print(f"hartree in eV: {HARTREE:.6f} eV")
print(f"bohr in angstrom: {BOHR:.8f} angstrom")
print(f"product function, exponent a: {a_prod / BOHR:.5f} 1/angstrom")
print(f"product function, energy: {e_prod * HARTREE:.5f} eV")
print(f"positronium threshold: {e_ps * HARTREE:.5f} eV")
for name, value in zip("abc", one_ang):
    print(f"one term, exponent {name}: {value:.3f} 1/angstrom")
U = BOHR**6
for name, m in (("direct", one_direct), ("exchange", one_exchange)):
    print(f"one term, {name} overlap/(8 pi^2): {m[0] * U:.6f} angstrom^6")
    print(f"one term, {name} kinetic/(8 pi^2): "
          f"{m[1] * U * HARTREE:.6f} eV angstrom^6")
    print(f"one term, {name} potential/(8 pi^2): "
          f"{m[2] * U * HARTREE:.6f} eV angstrom^6")
print(f"one term, mean kinetic energy: {one_t / one_s * HARTREE:.5f} eV")
print(f"one term, mean potential energy: {one_v / one_s * HARTREE:.5f} eV")
print(f"one term, energy: {e_one * HARTREE:.5f} eV")
print(f"number of terms used to fit the box: {FIT_SIZE}")
for name, lo, hi in zip(("a+b", "a+c", "b+c"), box_ang[:3], box_ang[3:]):
    print(f"box for {name}: u=0 {lo:.3f}, u=1 {hi:.3f} 1/angstrom")
print("first basis function a, b, c: "
      + ", ".join(f"{e[0] / BOHR:.4f}" for e in (a, b, c)) + " 1/angstrom")
print(f"smallest c in the largest basis: {c.min() / BOHR:.4f} 1/angstrom")
for size, energy in zip(sizes, series):
    print(f"energy with {size} terms: {energy * HARTREE:.7f} eV")
print(f"final energy, 40-digit quotient: {e_final:.9f} hartree")
print(f"final energy, 40-digit quotient: {e_final * HARTREE:.7f} eV")
print(f"mean kinetic energy: {kinetic * HARTREE:.6f} eV")
print(f"mean potential energy: {potential * HARTREE:.6f} eV")
print(f"virial ratio V/T: {potential / kinetic:.7f} (no unit)")
print(f"Laguerre basis, number of functions: {n_lag}")
print(f"Laguerre basis, energy: {e_lag * HARTREE:.7f} eV")
print(f"Laguerre minus exponential: {(e_lag - e_final) * HARTREE:.2e} eV")
print(f"detachment energy to positronium: {e_ps - e_final:.6f} hartree")
print(f"detachment energy to positronium: {(e_ps - e_final) * HARTREE:.5f} eV")
print("verified")
```

Output:

```
hartree in eV: 27.211386 eV
bohr in angstrom: 0.52917721 angstrom
product function, exponent a: 0.64959 1/angstrom
product function, energy: -6.43082 eV
positronium threshold: -6.80285 eV
one term, exponent a: 0.983 1/angstrom
one term, exponent b: 0.280 1/angstrom
one term, exponent c: -0.011 1/angstrom
one term, direct overlap/(8 pi^2): 6.801220 angstrom^6
one term, direct kinetic/(8 pi^2): 53.707990 eV angstrom^6
one term, direct potential/(8 pi^2): -98.340906 eV angstrom^6
one term, exchange overlap/(8 pi^2): 2.128582 angstrom^6
one term, exchange kinetic/(8 pi^2): 8.695784 eV angstrom^6
one term, exchange potential/(8 pi^2): -26.436992 eV angstrom^6
one term, mean kinetic energy: 6.98826 eV
one term, mean potential energy: -13.97320 eV
one term, energy: -6.98494 eV
number of terms used to fit the box: 40
box for a+b: u=0 0.698, u=1 2.643 1/angstrom
box for a+c: u=0 0.930, u=1 1.348 1/angstrom
box for b+c: u=0 0.252, u=1 1.485 1/angstrom
first basis function a, b, c: 1.0245, 0.1871, 0.1959 1/angstrom
smallest c in the largest basis: -0.5141 1/angstrom
energy with 5 terms: -7.0975385 eV
energy with 10 terms: -7.1142221 eV
energy with 20 terms: -7.1290265 eV
energy with 40 terms: -7.1295106 eV
energy with 80 terms: -7.1295189 eV
energy with 120 terms: -7.1295198 eV
final energy, 40-digit quotient: -0.262005020 hartree
final energy, 40-digit quotient: -7.1295198 eV
mean kinetic energy: 7.129511 eV
mean potential energy: -14.259031 eV
virial ratio V/T: -2.0000013 (no unit)
Laguerre basis, number of functions: 372
Laguerre basis, energy: -7.1295211 eV
Laguerre minus exponential: -1.29e-06 eV
detachment energy to positronium: 0.012005 hartree
detachment energy to positronium: 0.32667 eV
verified
```
